# Helium and neon Lamb shieldings and the self-interaction error

## Problem

Treat helium and neon as nonrelativistic atoms with a fixed point nucleus.

1. Estimate their nuclear magnetic shieldings, and the helium error of exchange-only LDA, by scaling.
2. Calculate the shieldings in Hartree-Fock (HF), LDA (Slater exchange, VWN correlation) and PBE. Compare helium with a correlated two-electron calculation.
3. Decide how far the errors are due to self-interaction, and whether the faulty force acts near the nucleus.

Hartree atomic units are used unless SI constants appear, and shieldings are in ppm. The electron density is $n(r)$, and $P(r)=4\pi r^2n(r)$.

## First estimate by scaling

The Lamb formula, derived below, is

$$\sigma=\frac{\alpha^2}{3}\Big\langle\sum_i\frac1{r_i}\Big\rangle,\qquad \frac{\alpha^2}{3}=17.750\ \text{ppm bohr}.$$

**Helium.** Put both electrons in $\phi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$. Each has kinetic energy $\zeta^2/2$ and $\langle1/r\rangle=\zeta$. The potential of one electron's charge cloud is the sum of contributions from inside and outside $r$:

$$v(r)=\frac1r\int_0^r4\zeta^3s^2e^{-2\zeta s}ds+\int_r^\infty4\zeta^3s\,e^{-2\zeta s}ds=\frac{1-(1+\zeta r)e^{-2\zeta r}}r .$$

The repulsion of the two electrons is therefore

$$J=\int_0^\infty4\zeta^3r^2e^{-2\zeta r}v\,dr=4\zeta^3\left[\frac1{4\zeta^2}-\frac1{16\zeta^2}-\frac{2\zeta}{64\zeta^3}\right]=\frac58\zeta .$$

Minimizing $E=\zeta^2-2Z\zeta+\frac58\zeta$ gives $\zeta=Z-\frac5{16}=1.6875$. Hence $\sigma\approx17.750\times2\times1.6875=59.91$ ppm.

**The exchange error.** The Hartree energy of the full density is $E_H=2J$, which includes each electron's repulsion with itself. Exact exchange, $E_x=-J=-E_H/2$, removes that part and does nothing else. LDA exchange gives

$$E_x^{LDA}=-\frac34\Big(\frac3\pi\Big)^{1/3}\int n^{4/3}d^3r,\qquad n=\frac{2\zeta^3}\pi e^{-2\zeta r}.$$

Since $\int4\pi r^2e^{-8\zeta r/3}dr=8\pi/(8\zeta/3)^3=27\pi/(64\zeta^3)$, the uncancelled self-interaction is $E_x^{LDA}+J=a\zeta$, with

$$a=\frac58-\frac34\Big(\frac3\pi\Big)^{1/3}\Big(\frac2\pi\Big)^{4/3}\frac{27\pi}{64}=0.08893 .$$

Adding $a\zeta$ to the energy shifts the minimum by $\Delta\zeta=-a/2$. Thus $\langle\sum1/r_i\rangle=2\zeta$ changes by $-a$, and

$$\Delta\sigma\approx-17.750\times0.08893=-1.578\ \text{ppm}.$$

**Neon.** Slater's empirical screening rules give effective charges $10-0.30=9.70$ for 1s and $10-2(0.85)-7(0.35)=5.85$ for 2s and 2p. A Slater orbital $r^{N-1}e^{-Z^*r/N}$ has $\langle1/r\rangle=Z^*/N^2$. The sum is $2(9.70)+8(5.85)/4=31.10$, or 552.0 ppm.

## Exact solution

### The shielding formula

Let $\mathbf B=B\hat z$ and $\mathbf A=\frac12\mathbf B\times\mathbf r$, with the origin at the nucleus. For charge $-e$ the kinetic energy is $(\mathbf p+e\mathbf A)^2/2m$. Its part linear in $B$ is proportional to the total $L_z$. The magnetic energy of the electron spins, a separate term, is proportional to the total $S_z$. Both operators annihilate a spherical singlet, so the wavefunction has no first-order change and there is no paramagnetic term. This also holds for the closed-shell determinants used here, since LDA and PBE have no current dependence.

What remains is the diamagnetic current $\mathbf j=-(e^2/m)n\mathbf A$, of magnitude $e^2nB\rho/2m$, where $\rho=r\sin\theta$. It flows in rings whose field opposes $\mathbf B$. A ring of current $I$ whose points lie at distance $r$ from the nucleus produces there the field $\mu_0I\rho^2/(2r^3)$. With $I=j\,r\,dr\,d\theta$,

$$\sigma=\frac{\mu_0e^2}{4m}\int_0^\infty n\,r\,dr\int_0^\pi\sin^3\theta\,d\theta=\frac{\mu_0e^2}{12\pi m}\int\frac nr\,d^3r,$$

because the angular integral is $4/3$. With $r$ in bohr the prefactor is $\mu_0e^2/(12\pi ma_0)$. Using $\mu_0=1/(\epsilon_0c^2)$, $e^2/(4\pi\epsilon_0)=\alpha\hbar c$ and $a_0=\hbar/(mc\alpha)$, it equals $\alpha^2/3$.

### Radial equations

For $u=rR$, the equations are

$$\left[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr+v_H+v_{xc}\right]u=\varepsilon u .$$

In HF, $v_{xc}u$ is replaced by $-Ku$. To find $K$, expand $1/r_{12}$ in Legendre polynomials $P_k(\cos\gamma)$, where $\gamma$ is the angle between $\mathbf r$ and $\mathbf r'$. A filled shell $b$ contributes the angular factor $(2l_b+1)P_{l_b}(\cos\gamma)/4\pi$. Projection on angular momentum $l$ gives

$$Ku(r)=\sum_{b,k}c^k_{l\,l_b}\,u_b(r)\int\frac{r_<^k}{r_>^{k+1}}u_b(r')u(r')dr',$$

$$c^k_{l\,l_b}=\frac{2l_b+1}2\int_{-1}^1P_lP_kP_{l_b}dx .$$

The nonzero coefficients are $c^0_{00}=1$, $c^1_{01}=1$, $c^1_{10}=\frac13$, $c^0_{11}=1$ and $c^2_{11}=\frac25$.

For PBE let $e_{xc}$ be the energy per volume, $v_n=\partial e_{xc}/\partial n$ and $v_s=\partial e_{xc}/\partial(n'^2)$. Then $\delta E_{xc}=\int4\pi r^2(v_n\delta n+2v_sn'\delta n')dr$. Integration by parts gives

$$v_{xc}=v_n-\frac1{r^2}\frac d{dr}(2r^2v_sn').$$

The calculation uses the form before integration by parts, which needs no second derivative of $n$. LDA has $v_s=0$. The equations were solved self-consistently with radial finite elements. Energies and shieldings in HF, LDA and PBE were tested against separate Gaussian-basis calculations.

### Correlated helium

With $s=r_1+r_2$, $t=r_1-r_2$ and $u=r_{12}$ (in this subsection), take

$$\psi=e^{-1.8s}\sum c_{ijk}s^it^ju^k,\qquad j\ \text{even},\quad i+j+k\le5 .$$

The volume element is proportional to $u(s^2-t^2)$, and $1/r_1+1/r_2=4s/(s^2-t^2)$. In the kinetic energy $\frac12\sum_i|\nabla_i\psi|^2$ the $s$-$t$ cross terms of the two electrons cancel. The cosine rule, with $r_1^2-r_2^2=st$, gives the other cross terms. After multiplication by the volume weight, the numerator of the energy is

$$\begin{aligned}\int\big\{&u(s^2-t^2)(\psi_s^2+\psi_t^2+\psi_u^2)+2s(u^2-t^2)\psi_u\psi_s\\&+2t(s^2-u^2)\psi_u\psi_t-[4Zsu-(s^2-t^2)]\psi^2\big\}\,ds\,dt\,du .\end{aligned}$$

Division by $\int u(s^2-t^2)\psi^2\,ds\,dt\,du$ gives $E$, and minimization is a matrix eigenvalue problem. The 34 terms give $E=-2.90372$ hartree and $\langle\sum1/r_i\rangle=3.3766$, so

$$\sigma=17.750\times3.3766=59.94\ \text{ppm}.$$

Reducing the limit from 5 to 4 changes this by 0.001 ppm. It represents the exact solution of the stated model to about 0.001 ppm, so the last digit of the differences from it given below may be off by one. It omits relativity, quantum electrodynamics and nuclear motion, so it is not an experimental value.

### Results

Shieldings in ppm; "x" means exchange only:

| Method | He | He − reference | Ne | Ne − HF |
|---|---:|---:|---:|---:|
| HF | 59.900 | −0.036 | 552.275 | 0 |
| LDA | 58.803 | −1.133 | 550.243 | −2.032 |
| PBE | 59.725 | −0.211 | 551.857 | −0.418 |
| LDAx | 58.297 | −1.640 | 549.414 | −2.862 |
| PBEx | 59.637 | −0.299 | 551.522 | −0.753 |

The neon column measures differences from HF, which lacks correlation; it does not give errors relative to an exact value.

## Comparison of the two

### Why the scaling estimate works

For a variational energy, the first-order change of the orbitals does not contribute to $dE/dZ$. Only the explicit $-Z\sum1/r_i$ does, so $dE/dZ=-\langle\sum1/r_i\rangle$ and

$$\Delta\sigma=-\frac{\alpha^2}3\frac d{dZ}(E_{approx}-E_{ref}).$$

The shielding error thus follows the slope of the energy error in $Z$, not its size. In helium the PBE energy is 0.011 hartree above the correlated one and the HF energy 0.042 hartree above it, yet HF has the smaller shielding error.

Inserting the HF orbitals into the LDAx energy gives its minimum up to second order in the orbital difference. To first order the energy difference is therefore $D(Z)=E_x^{LDA}[n_{HF}]-E_x^{HF}$. For helium, $D$ is the uncancelled self-interaction, 0.1417 hartree. Its slope predicts $-1.592$ ppm relative to HF. The self-consistent difference is $-1.603$ ppm, and the hydrogenic estimate was $-1.578$ ppm.

The estimate becomes a limit for two-electron ions. With lengths scaled by $1/Z$, the energy is $Z^2$ times a series in $1/Z$. LDAx and HF share the leading term and differ by $aZ$ in the next, so

$$E_{LDAx}-E_{HF}=aZ+\text{constant}+O(1/Z).$$

The slope is $a+O(1/Z^2)$. At $Z=20$ the self-consistent difference is $-1.579$ ppm. The argument does not cover LDA correlation, which does not scale linearly with inverse length.

### Correlation

LDA correlation raises the helium shielding by $58.803-58.297=0.506$ ppm, whereas the step from HF to the reference is only 0.036 ppm. The full LDA error is thus

$$-1.603+0.506-0.036=-1.133\ \text{ppm},$$

a partial cancellation of two errors.

For helium, a self-interaction-corrected LDA has exact exchange and subtracts the correlation energy that LDA assigns to each electron alone. It gives 60.153 ppm, which is 0.217 ppm above the reference. The correction reduces the size of the error but reverses its sign. What remains comes from the approximate correlation left after the subtraction.

### Where the faulty force acts

In helium the exact exchange potential is $-v_H/2$, so the LDAx potential error is $e(r)=v_x^{LDA}+v_H/2$, with $v_x^{LDA}=-(3n/\pi)^{1/3}$. A constant added to $e$ leaves the orbital unchanged; only the force $-e'$ matters.

- **Near the nucleus**, the charge enclosed grows as $r^3$, so $v_H'\to0$. The HF density has the cusp $n'/n=-2Z$, hence $e'\to|v_x^{LDA}|\,2Z/3>0$. LDA exchange pulls too strongly inward.
- **Far out**, $v_x^{LDA}$ decays exponentially while $v_H'/2\to-1/r^2$. Now $e'<0$, and an inward pull is missing.

For the HF density the sign changes at 0.49 bohr. To separate the effects, $e(r)$ was replaced by $e(\min(r,R))$, which keeps the force error inside $R$, or by $e(\max(r,R))$, which keeps it outside. Self-consistent solutions with $R=0.5$ bohr give $+0.340$ and $-1.971$ ppm relative to HF. Their sum, $-1.631$ ppm, differs from $-1.603$ ppm because the response is not strictly linear.

The density error has a different distribution. Its contributions to $\Delta\sigma$ are $-1.243$ ppm from $r<0.5$ bohr, $-0.744$ ppm from 0.5 to 1 bohr, and $+0.384$ ppm beyond. Density is missing near the nucleus mainly because the pull is too weak beyond about 0.5 bohr; the force error inside that radius, taken as a whole, works the other way. This separation was made for LDA exchange in helium and is not claimed for PBE.

### Neon

The slope formula gives $-2.787$ ppm for LDAx relative to HF, against the self-consistent $-2.862$ ppm. For canonical HF orbitals it divides into

$$-1.550\ (1s^2)\;-0.254\ (2s^2)\;-0.983\ (\text{rest})=-2.787\ \text{ppm}.$$

The $1s^2$ part is close to the hydrogenic $-1.578$ ppm, so the helium estimate carries over to the neon core and accounts for somewhat more than half the error. Together the 1s and 2s self-interactions give $-1.804$ ppm, about 65% of the total. The rest combines 2p self-interaction with errors in exchange between different orbitals. These two were not separated here, so the full share of self-interaction in the neon error is left open. The division also depends on the orbitals chosen, since mixing occupied orbitals leaves the density unchanged but alters their separate self-interactions.

The scaling values of the shieldings themselves, 59.91 and 552.0 ppm, lie within 0.3 ppm of HF. For neon this is closer than empirical screening rules give reason to expect, and it should not be read as their accuracy for other atoms. The numerical output follows.

## Numbers as computed

```
alpha^2/3 = 17.750451 ppm bohr
He correlated reference, 34 terms:
  E = -2.903716 hartree
  <sum 1/r> = 3.37660 1/bohr
  sigma = 59.936 ppm
  change from smaller basis = 0.00138 ppm
He: E/hartree, <sum 1/r>/(1/bohr), sigma/ppm
  HF   -2.86168  3.37456  59.900
  LDA  -2.83484  3.31278  58.803
  PBE  -2.89293  3.36473  59.725
  LDAx -2.72364  3.28423  58.297
  PBEx -2.85204  3.35975  59.637
Ne: E/hartree, <sum 1/r>/(1/bohr), sigma/ppm
  HF   -128.54710  31.11332  552.275
  LDA  -128.23348  30.99882  550.243
  PBE  -128.86643  31.08977  551.857
  LDAx -127.49074  30.95209  549.414
  PBEx -128.52013  31.07089  551.522
He sigma minus reference (ppm):
  HF   -0.036
  LDA  -1.133
  PBE  -0.211
  LDAx -1.640
  PBEx -0.299
  SIC-LDA +0.217 (sigma 60.153 ppm)
Ne sigma minus HF (ppm):
  LDA  -2.032
  PBE  -0.418
  LDAx -2.862
  PBEx -0.753
Exchange-only error: first order, actual (ppm)
  He LDAx -1.592 -1.603
  He PBEx -0.249 -0.263
  Ne LDAx -2.787 -2.862
  Ne PBEx -0.669 -0.753
He LDA-exchange self-interaction = 0.14172 hartree
Hydrogenic coefficient a = 0.08893 hartree
Hydrogenic limit = -1.578 ppm
Two-electron ion, Z=20: error = -1.579 ppm
Ne 1s2 self-interaction part = -1.550 ppm
Ne 2s2 self-interaction part = -0.254 ppm
Ne remaining part = -0.983 ppm
He force error changes sign at r = 0.49 bohr
He force error inside 0.5 bohr: +0.340 ppm
He force error outside 0.5 bohr: -1.971 ppm
He LDAx density error, r<0.5 bohr: -1.243 ppm
He LDAx density error, 0.5-1 bohr: -0.744 ppm
He LDAx density error, r>1 bohr: +0.384 ppm
He HF sigma from current rings = 59.900 ppm
Largest radial-Gaussian difference = 0.00049 ppm
```
